When grid exchange beats analytic exchange: an estimate in angular momentum

**From s shells to larger shells**

Take a molecule whose basis consists of 20 s shells, each holding one function. Analytic exchange needs one two-electron integral for every distinct quartet, meaning an unordered pair of shell pairs; four different shells can be paired in three ways and give three such integrals. Seminumerical exchange places one of the two electrons on grid points and needs one integral for every pair of shells and every point.

Now replace each s shell by a shell with n functions, keeping the number of shells and the grid as they are. A quartet then carries n⁴ integrals, while a pair of shells at one point carries n². The analytic count has grown by n² more than the grid count.

To see where this matters, let there be S shells and G points. There are about S²/2 distinct shell pairs, because the order within a pair is immaterial, and about (S²/2)²/2 = S⁴/8 distinct quartets, because the order of the two pairs is immaterial too. The numbers of integrals are therefore

analytic: n⁴ S⁴/8

grid: n² G S²/2

and their ratio is n²S²/(4G). The grid needs fewer integrals when

n² > 4G/S².

With S = 20 and G = 10 000, say ten atoms with 1000 points each, the right side is 100, so n must exceed 10. A Cartesian shell of angular momentum l has n = (l+1)(l+2)/2 functions, one for each way of writing l as a sum of three non-negative powers of x, y and z. This gives 1, 3, 6, 10, 15 for s, p, d, f, g. The envelope puts break-even at f.

The argument treats all integrals as equally expensive and ignores the contraction with the density matrix. The cost of one integral grows with l, and the contraction adds a fixed cost per integral that differs between the two methods, so the arithmetic has to be counted.

**The two ways of forming exchange**

The functions φ_μ are real, the density matrix P is symmetric, and atomic units are used. The exchange matrix is

K_μν = Σ_λσ P_λσ (μλ|νσ),

(μλ|νσ) = ∫∫ φ_μ(r) φ_λ(r) φ_ν(r′) φ_σ(r′) / |r−r′| dr dr′.

In the seminumerical form the integral over r′ is done analytically and the integral over r becomes a sum over points r_g with weights w_g. Define

A_νσ(g) = ∫ φ_ν(r′) φ_σ(r′) / |r′−r_g| dr′,

F_σ(g) = Σ_λ P_σλ φ_λ(r_g).

Inserting the grid sum and carrying out the sum over λ first gives

K_μν ≈ Σ_g w_g φ_μ(r_g) Σ_σ A_νσ(g) F_σ(g).

The two indices are treated differently, so a finite grid gives a matrix that is not quite symmetric. It is replaced by the average of itself and its transpose.

The count below assumes uncontracted Cartesian shells of a single l and no screening of small integrals. The unit of cost is one multiplication.

**How many quadrature roots an integral needs**

The cost of one integral depends on the method of evaluation. Here it is Rys quadrature, which starts from

1/|r−r′| = (2/√π) ∫₀^∞ exp(−u²|r−r′|²) du.

The product of two Gaussians is a Gaussian about an intermediate centre. Let the pair at r have total exponent p and centre P, and the pair at r′ total exponent q and centre Q. For a given u the integrand factorizes into x, y and z parts. The x part is a polynomial in x and x′ times

exp[−p(x−P)² − q(x′−Q)² − u²(x−x′)²],

where P and Q now stand for x components. This is a Gaussian in two variables, so its integral with a polynomial is fixed by the means and covariances.

The means lie where the exponent is stationary:

p(x−P) + u²(x−x′) = 0,  q(x′−Q) − u²(x−x′) = 0.

With d = x−x′ these give x = P − u²d/p and x′ = Q + u²d/q. Subtracting, and using ρ = pq/(p+q), so that 1/p + 1/q = 1/ρ,

d = (P−Q) − u²d/ρ,  hence  u²d = ρ(P−Q) u²/(ρ+u²).

This suggests the variable t² = u²/(ρ+u²), which runs from 0 to 1. The means become

x̄ = P − (ρ/p) t² (P−Q),  x̄′ = Q + (ρ/q) t² (P−Q).

The covariances are the elements of the inverse of the matrix

2 [ p+u², −u² ; −u², q+u² ],

whose rows are separated by the semicolon. Without the factor 2 its determinant is pq + u²(p+q) = (p+q)(ρ+u²). Since 1/(ρ+u²) = (1−t²)/ρ,

⟨δx²⟩ = (q+u²)/[2(p+q)(ρ+u²)] = (1−t²)/(2p) + t²/(2(p+q)),

⟨δx δx′⟩ = u²/[2(p+q)(ρ+u²)] = t²/(2(p+q)),

and ⟨δx′²⟩ follows from ⟨δx²⟩ by exchanging p and q. All means and covariances are linear in t².

A moment of a Gaussian is a sum of products of means and covariances. A mean uses up one power of a coordinate and a covariance uses up two, and each contributes at most one factor of t². The degree in t² therefore does not exceed the total power of the coordinates. Four shells of angular momentum l have total power 4l over the three directions, so the integrand is a polynomial in t² of degree at most 4l.

The remaining factors form a simple weight. The Gaussian normalization in each direction is

π/√[(p+q)(ρ+u²)] = (π/√(pq)) √(1−t²),

because ρ/(ρ+u²) = 1−t². Three directions give (1−t²)^(3/2). From u = √ρ t/√(1−t²) one finds du = √ρ (1−t²)^(−3/2) dt, which cancels that factor. At the stationary point the three terms of the x exponent add to −(u⁴d²/ρ + u²d²) = −u²d²(ρ+u²)/ρ, and with d = ρ(P−Q)/(ρ+u²) this is −ρt²(P−Q)². The three directions together give −ρt²|P−Q|², now with full vectors. The integral thus has the form

∫₀¹ exp(−ρ|P−Q|² t²) × (polynomial in t²) dt,

times constants. A Gauss rule with R nodes in the variable t² integrates polynomials up to degree 2R−1 without error. A quartet requires 2R−1 ≥ 4l, and the smallest integer that satisfies this is

R₄ = 2l+1.

For A_νσ(g) the second charge is a point, which is the limit q → ∞ with Q = r_g. Then x′ is fixed, and the mean and variance of x become P − t²(P−Q) and (1−t²)/(2p), still linear in t². Only two shells contribute powers, so the degree is at most 2l, and 2R−1 ≥ 2l gives

R₂ = l+1.

At each root an integral is a product I_x I_y I_z of tabulated one-dimensional factors, with the quadrature weight absorbed into one table. That takes two multiplications. Evaluation therefore costs 2(2l+1) per two-electron integral and 2(l+1) per grid integral.

**Contraction with the density**

For real functions, exchanging the members of a pair or exchanging the two pairs leaves (ij|km) unchanged. When all indices differ, eight elements of the full sum share this value. Four of them are

K_ik ← P_jm,  K_im ← P_jk,  K_jk ← P_im,  K_jm ← P_ik,

where the arrow means that the integral times the element on the right is added to the element on the left. The other four are their transposes and are supplied by one final addition of the transpose. A unique integral therefore costs four multiplications here. Coincident indices need factors of one half and form a small fraction for large bases.

On the grid there are N = Sn functions and three steps per point: forming F, multiplying A into F, and accumulating φ_μ times the result. Each takes N² multiplications. Spread over S²/2 unique shell pairs, N² = S²n² is 2n² per shell pair, so the three steps cost 6n².

Adding evaluation and contraction,

per shell quartet: n⁴[2(2l+1) + 4] = n⁴(4l+6),

per shell pair and point: n²[2(l+1) + 6] = n²(2l+8).

The number of integrals follows the function pairs in one method and the function quartets in the other, as the envelope assumed. The arithmetic carries one further factor in each case, which grows linearly with l.

**The crossover**

Multiplying by the numbers of blocks and dividing,

C_an/C_grid = [S⁴/8 · n⁴(4l+6)] / [G S²/2 · n²(2l+8)]

= S² n² (2l+3) / [4G (l+4)].

The grid wins in this model when

n² (2l+3)/(l+4) > 4G/S².

Compared with the envelope there is a new factor (2l+3)/(l+4). It is 3/4 for s, one for p, and tends to 2 at large l. The envelope was sound because this correction stays within a factor of two, whereas n² grows from 1 to 100 between s and f.

For the system above the left side is 36 × 7/6 = 42 for d and 100 × 9/7 ≈ 129 for f. The threshold of 100 lies between them. With l treated as continuous, the crossover is at l = 2.75.

At large l, n² ≈ l⁴/4 and the new factor is close to 2, so the condition becomes l⁴/2 > 4G/S², or

l > (8G/S²)^(1/4).

Sixteen times as many points double the crossover in this limit. At the small l of practical shells the fourth root is only a guide, but the slow growth remains. Going from 1000 to 9700 points per atom raises the threshold from 100 to 970 and moves the continuous crossover from 2.75 to 5.67, about three units of l.

**Comparison with counted operations**

The formulas omit the work of building the one-dimensional tables. Its scaling can be read from the step that moves powers from one centre of a pair to the other, using (x−B) = (x−A) + (A−B). For one pair this takes of order l² multiplications at each of l+1 roots, hence l³. For a quartet, the second such move is repeated for the (l+1)² power combinations of the first pair, and with 2l+1 roots this gives l⁵. The other table steps are of no higher order. The leading terms grow as n²l ∼ l⁵ and n⁴l ∼ l⁹. In the limit of large l, and more slowly for practical shells, the relative overhead thus falls as l⁻² on the grid and as l⁻⁴ for quartets, so at large l the grid method bears more of it. In the counts below this holds from d shells onward; for p shells the two relative overheads are equal.

A working integral code that counts its own multiplications gives these totals, contraction included:

d: 20 484 per quartet, 558 per pair and point
f: 189 849 per quartet, 1712 per pair and point
g: 1 143 396 per quartet, 4215 per pair and point

For f shells the leading formulas give 180 000 and 1400. The counted values are larger by factors of 1.055 and 1.223.

Twenty shells form 20 × 21/2 = 210 pairs and 210 × 211/2 = 22 155 quartets. Blocks with a repeated shell or a repeated pair are counted at full size, although they hold fewer distinct integrals. With 10 000 points the f-shell cost ratio is

22 155 × 189 849 / (10 000 × 210 × 1712) = 1.17.

For d it is 0.39 and for g it is 2.9. The first shell type for which the grid wins is f, as estimated. For s shells the ratio is 0.0079, so there the grid costs more than a hundred times as much.

The leading formula gave 1.29 for f. The table overhead multiplies this by 1.055/1.223 = 0.863. The full quartet count multiplies it by 1.055, since there are 22 155/210 = 105.5 quartets per pair instead of S²/4 = 100. The product is 1.17.

A margin of 17 percent is thin, because finding the roots and weights has not been counted, nor forming the means, covariances and prefactors at each root, nor evaluating the functions at the grid points. The analytic total for f is 4.21 × 10⁹ multiplications and the grid total is 3.60 × 10⁹. The difference, shared among 2.1 million combinations of pair and point, is about 290 multiplications each; counting only the distinct integrals in blocks with a repeated shell or pair lowers the ratio to 1.11 and this margin to about 190. If all the uncounted work for one pair and point costs more than the margin, the f advantage disappears, apart from a small compensation from the far fewer quartets. For g shells the corresponding margin is about 7800, or 6900 with distinct integrals only. The estimate is best read as break-even near f and a clear gain in operations from g onward, for this grid and this number of shells.

With the finer grid the counted ratio is 0.62 at l = 5 and 1.17 at l = 6. The required accuracy therefore shifts the answer substantially: "f" belongs to 1000 points per atom.

**Does the grid stay good enough?**

The argument kept G fixed while l rose. That is fair only if the same grid still integrates the larger shells. This was examined for water at the restricted Hartree–Fock level in the 6-31G basis, with one extra shell of angular momentum l and exponent 0.9 bohr⁻² on every atom. These added shells are spherical, with 2l+1 functions, not the Cartesian shells of the cost count. Grid exchange was compared with analytic exchange for the same density, using 20 × 50 and 50 × 194 radial times angular points per atom. These are the two grids of the cost estimate.

On the coarse grid the exchange energy, about −8.96 hartree, is off by 0.5 to 0.7 millihartree, with no trend in l, for one orientation of the molecule and Treutler–Ahlrichs radial points. Rotating the molecule raises this to as much as 1.3 millihartree, and a Gauss–Chebyshev radial rule of the same size gives 3.6 millihartree with an added s shell. The missing trend says little, because the density hardly uses the added shells: their Mulliken population falls from 0.08 electron for s to about 0.002 in magnitude for f and g. The elements among the 6-31G functions are off by up to 0.0022 hartree, whatever l. The elements between the added functions do depend on l; the values below are for one orientation of the molecule relative to the angular grid and shift somewhat when it is rotated. Their largest error rises from 0.0004 hartree for s to 0.0019 for f and 0.0027 for g. On the fine grid the largest such error is 4 × 10⁻⁶ hartree for any l up to g in this orientation; a rotated molecule gave 1.3 × 10⁻⁵ for g.

The fixed-grid assumption thus holds up to g at the level of a few millihartree per matrix element for the coarse grid, for this molecule, this exponent and a density that lies almost wholly in s and p functions. It holds less well when the density itself is made of the large shells, as in the cost model. With only the shells of angular momentum l on the three atoms and one set of three random orthonormal orbitals doubly occupied, the largest error on the coarse grid is 0.0025 hartree for s, 0.0032 for p, 0.007 for d, 0.014 for f and 0.009 for g. That is 0.1 percent of the largest element for s and nearly 3 percent for f and g; the fine grid leaves 1 × 10⁻⁴ hartree for g. In such a basis the coarse grid reaches its crossover at f with a lower accuracy than it has for s. The slow loss of accuracy is plausibly due to the stronger angular variation of the integrand, a conjecture not tested separately. The crossover at l = 6 for the fine grid lies outside the range examined.

**What the angular momentum really does**

The cost ratio can also be written with the total number of functions, N = Sn:

C_an/C_grid = N² (2l+3) / [4G (l+4)].

At fixed N and G the dependence on l is confined to the factor between 3/4 and 2. For N = 200 and G = 10 000 the ratio is 0.75 with s functions, 1.29 with f and 1.5 with l = 6. High angular momentum favours the grid mainly because it puts more functions on the same shells and points. In this unscreened model, going from 20 to 200 s shells raises the leading ratio a hundredfold, from 0.0075 to 0.75. That is most of the rise to 1.29 obtained with 20 f shells, though it still falls short of break-even.

The same form shows the role of molecular size. With M atoms, k shells and G_a points per atom, S = Mk and G = MG_a, so the threshold is

4G/S² = 4G_a/(M k²).

It falls as 1/M, since quartets grow as M⁴ and combinations of pair and point as M³. For k = 2 and G_a = 1000 the continuous crossover is at l = 4.1 for 3 atoms, 2.75 for 10, 1.8 for 30 and 1.1 for 100.

The last two values should not be carried over to extended molecules, where many integrals are negligible and are skipped. If Q quartets and B combinations of pair and point survive screening, the same costs per block give

Q n² (4l+6) > B (2l+8).

Setting Q = S⁴/8 and B = GS²/2 recovers the earlier condition. If screening makes both Q and B proportional to the size of the molecule, their ratio no longer changes with M, and the crossover stops falling.

The estimate concerns multiplications, not elapsed time. Memory traffic, vectorization and the search for roots affect the two methods differently, and contracted or mixed shells change the cost per block. Such changes alter the relative cost per block, by amounts that can themselves depend on l. Because n² rises by a factor of 2.25 from f to g and by 1.96 from g to h, a factor of two in relative cost moves the crossover by somewhat less than one unit of l in this range: doubling the threshold from 100 to 200 moves it from 2.75 to 3.48.

The numerical check checks the integral code against independent integrals up to g shells, the need for the stated number of roots for d shells, and both ways of assembling the exchange matrix.

Table of computed values

```
model: 10 atoms, 2 shells per atom, S = 20 shells
shell pairs = 210, unique shell quartets = 22155
coarse grid: 20 x 50 = 1000 points per atom, G = 10000, 4G/S^2 = 100.0
  first l where grid wins (full count) = 3; continuous estimate l = 2.75
fine grid: 50 x 194 = 9700 points per atom, G = 97000, 4G/S^2 = 970.0
  first l where grid wins (full count) = 6; continuous estimate l = 5.67
multiplications counted, with density contraction; cost ratio analytic/grid:
 l  n  per quartet  per pair+point  ratio coarse  ratio fine
 0  1            6            8        0.0079     0.00082
 1  3         1080          120        0.0950     0.00979
 2  6        20484          558        0.3873     0.03993
 3 10       189849         1712        1.1699     0.12061
 4 15      1143396         4215        2.8619     0.29504
 5 21      5129370         9000        6.0128     0.61987
 6 28     18595680        17360       11.3009     1.16505
leading formulas n^4(4l+6) and n^2(2l+8), and counted/leading:
  l=0:         6      8   1.000 1.000
  l=2:     18144    432   1.129 1.292
  l=3:    180000   1400   1.055 1.223
  l=6:  18439680  15680   1.008 1.107
continuous crossover l against number of atoms (coarse grid, no screening):
    3 atoms: threshold = 333.3, l = 4.10
   10 atoms: threshold = 100.0, l = 2.75
   30 atoms: threshold = 33.3, l = 1.83
  100 atoms: threshold = 10.0, l = 1.06
large-l growth of crossover when G/S^2 rises 16-fold: factor 2.002
fixed N = 200 functions, G = 10000: leading cost ratio analytic/grid
  l=0: 0.750
  l=3: 1.286
  l=6: 1.500
integral code vs library, largest relative error: 4.0e-14 (quartet), 3.4e-14 (pair)
d shells, one root too few, relative error: 4.3e-06 (quartet), 1.3e-02 (pair)
water, RHF/6-31G + one probe shell l per atom (exponent 0.9 bohr^-2)
 l  E_x/hartree | coarse: dE_x/mhartree, max dK/hartree | fine: same
 0    -8.95662 |    -0.663 4.2e-04 |    0.0009 3.9e-07
 1    -8.96316 |    -0.497 1.1e-03 |    0.0009 1.9e-06
 2    -8.95838 |    -0.644 1.5e-03 |    0.0008 2.3e-06
 3    -8.95222 |    -0.497 1.9e-03 |    0.0008 2.0e-06
 4    -8.95127 |    -0.651 2.7e-03 |    0.0009 4.0e-06
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
